# Parametric bootstrap limits for an extrapolated Weibull breakdown percentile: a numerical check

```python
"""Parametric bootstrap limits for an extrapolated Weibull percentile.

Result under test: for n units stopped at the r-th failure, the bootstrap
interval studentised by the fitted log-scale sigma covers the true percentile
with exactly the nominal probability when (B+1)*TAIL is an integer.
The plain percentile bootstrap does not, and is optimistic.

mu = ln(eta), sigma = 1/beta : location and scale of ln(breakdown time)
W      : standard log quantile of the chip target on the test-capacitor scale
y_p    : mu + W*sigma, log lifetime of the chip percentile
U, V   : (mu_hat-mu)/sigma and sigma_hat/sigma
B      : number of bootstrap resamples; TAIL : error allowed on each side
"Optimistic miss": the true lifetime lies below the lower limit.
"""
import numpy as np
from scipy import constants, optimize, special, stats

rng = np.random.default_rng(20417)
ETA, BETA = 2000.0, 1.3                 # s, dimensionless
MU, SIGMA = np.log(ETA), 1 / BETA
N_UNITS, N_FAIL = 20, 10
AREA_TEST, AREA_CHIP = 1e-4, 0.1        # cm2
P_CHIP, TAIL = 1e-4, 0.05
W = np.log(-np.log1p(-P_CHIP) * AREA_TEST / AREA_CHIP)
TRUE_LOG = MU + W * SIGMA
V_STRESS, V_USE, EXPONENT = 3.3, 1.8, 44.0
THICKNESS_NM, TEMPERATURE, E_ACT = 2.5, 398.0, 0.6   # nm, K, eV


def fit(y, cut):
    """Maximum likelihood for columns of log times y, censored at log time cut."""
    n, r = len(y), (y <= cut).sum(axis=0)
    x = np.minimum(y - cut, 0.0)
    m = -x.sum(axis=0) / r
    u = x / m
    lo = np.ones(len(r))
    hi = np.where(r < n, n / np.maximum(n - r, 1), 1e3)
    b = np.minimum(np.sqrt(hi), 2.0)
    for _ in range(80):
        e = np.exp(b * u)
        s0 = e.sum(axis=0)
        e *= u
        mean = e.sum(axis=0) / s0
        e *= u
        var = e.sum(axis=0) / s0 - mean**2
        f = b * (1 + mean) - 1
        if np.abs(f).max() < 1e-9:
            return cut + m / b * np.log(s0 / r), m / b
        lo, hi = np.where(f < 0, b, lo), np.where(f < 0, hi, b)
        new = b - f / (1 + mean + b * var)
        b = np.where((new >= lo) & (new <= hi), new, np.sqrt(lo * hi))
    raise RuntimeError("likelihood equation not solved")


def draw(mu, sigma, n):
    return mu + sigma * np.log(rng.standard_exponential((n, len(mu))))


def experiment(mu, sigma, n, r=None, log_stop=None):
    """Simulate and fit one test per entry of mu, stopped by count or by time."""
    y = draw(mu, sigma, n)
    if r is not None:
        return fit(y, np.partition(y, r - 1, axis=0)[r - 1])
    cut = np.full(len(mu), log_stop)
    while True:                         # fewer than two failures: no valid test
        bad = np.flatnonzero((y <= cut).sum(axis=0) < 2)
        if bad.size == 0:
            return fit(y, cut)
        y[:, bad] = draw(mu[bad], sigma[bad], n)


def bootstrap(mu_hat, sigma_hat, B, **plan):
    """Limits by studentised ranks, percentile ranks, interpolated quantiles."""
    k = round((B + 1) * TAIL)
    assert abs(k - (B + 1) * TAIL) < 1e-9
    ms, ss = experiment(np.repeat(mu_hat, B), np.repeat(sigma_hat, B), **plan)
    point = mu_hat + W * sigma_hat
    est = (ms + W * ss).reshape(-1, B)
    q = np.sort((est - point[:, None]) / ss.reshape(-1, B), axis=1)
    est = np.sort(est, axis=1)
    qi = np.quantile(q, [TAIL, 1 - TAIL], axis=1)
    return np.array([point - sigma_hat * q[:, B - k],
                     point - sigma_hat * q[:, k - 1],
                     est[:, k - 1], est[:, B - k],
                     point - sigma_hat * qi[1], point - sigma_hat * qi[0]])


def miss_rates(trials, B, **plan):
    """Optimistic and pessimistic miss rates of the three interval types."""
    block = max(1, 20000 // B)
    misses = np.zeros(6)
    for start in range(0, trials, block):
        size = min(block, trials - start)
        m, s = experiment(np.full(size, MU), np.full(size, SIGMA), **plan)
        lim = bootstrap(m, s, B, **plan)
        misses[0::2] += (lim[0::2] > TRUE_LOG).sum(axis=1)
        misses[1::2] += (lim[1::2] < TRUE_LOG).sum(axis=1)
    return misses / trials


def conditional_confidence(y, cut, r, log_tau):
    """Exact confidence that ln(t_p) >= log_tau, given the configuration."""
    x = np.minimum(y - cut, 0.0)
    m = -x.sum(axis=0) / r
    u = x / m
    b = np.linspace(0.01, 8, 400)[:, None]
    log_s = np.array([np.log(np.exp(bi * u).sum(axis=0)) for bi in b[:, 0]])
    log_weight = (r - 2) * np.log(b) - b * r - r * log_s
    weight = np.exp(log_weight - log_weight.max(axis=0))
    arg = np.exp(np.minimum(W - b / m * (log_tau - cut) + log_s, 700))
    return (weight * special.gammainc(r, arg)).sum(axis=0) / weight.sum(axis=0)


# Weakest-link area scaling, from minima over 50 cells
minima = (ETA * rng.weibull(BETA, (50, 4000))).min(axis=0)
scaled = stats.weibull_min(BETA, scale=ETA * 50 ** (-1 / BETA))
assert stats.kstest(minima, scaled.cdf).pvalue > 1e-4

# One synthetic sample, rounded as printed, and its fit
times = np.round(np.sort(ETA * rng.weibull(BETA, N_UNITS)), 1)[:N_FAIL]
sample = np.full((N_UNITS, 1), np.inf)
sample[:N_FAIL, 0] = np.log(times)
cut = np.log(times[-1:])
mu_hat, sigma_hat = fit(sample, cut)


def negative_log_likelihood(v):
    law = stats.weibull_min(np.exp(v[1]), scale=np.exp(v[0]))
    return -law.logpdf(times).sum() - (N_UNITS - N_FAIL) * law.logsf(times[-1])


best = optimize.minimize(negative_log_likelihood, [np.log(times.mean()), 0.0],
                         method="Nelder-Mead",
                         options={"xatol": 1e-8, "fatol": 1e-11, "maxiter": 2000})
assert abs(best.x[0] - mu_hat[0]) < 1e-5
assert abs(best.x[1] + np.log(sigma_hat[0])) < 1e-5
m_sample = np.mean(cut - np.log(times))
b_sample = np.exp(best.x[1]) * m_sample
assert 1 <= b_sample <= N_UNITS / (N_UNITS - N_FAIL)

# The studentised error is a pivot; the plain error is not
errors, pivots = [], []
for eta, beta in ((2000.0, 1.3), (5.0, 0.7)):
    mu, sigma = np.log(eta), 1 / beta
    m, s = experiment(np.full(8000, mu), np.full(8000, sigma), n=N_UNITS, r=N_FAIL)
    errors.append(m + W * s - mu - W * sigma)
    pivots.append(errors[-1] / s)
ks_pivot = stats.ks_2samp(*pivots)
ks_error = stats.ks_2samp(*errors)
assert ks_pivot.pvalue > 1e-4 and ks_error.pvalue < 1e-8

# Size table: misses of the percentile interval predicted from U and V
table = []
for n, r in ((10, 5), (20, 10), (50, 25), (100, 50)):
    U, V = experiment(np.zeros(20000), np.ones(20000), n=n, r=r)
    g_low, g_high = np.quantile(U + W * V, [TAIL, 1 - TAIL])
    position = (W - U) / V
    q_low, q_high = np.quantile(W - position, [TAIL, 1 - TAIL])
    width = (q_high - q_low) * np.median(V) * SIGMA / np.log(10)
    table.append((n, r, np.mean(position < g_low), np.mean(position > g_high), width))
    if (n, r) == (N_UNITS, N_FAIL):
        pivot_limits, median_v = (q_low, q_high), np.median(V)
        predicted = table[-1][2:4]
assert all(a[2] > b[2] > TAIL for a, b in zip(table, table[1:]))

# Brute-force coverage with every resample refitted
TRIALS, TRIALS_SMALL = 1500, 8000
count_stop = miss_rates(TRIALS, 199, n=N_UNITS, r=N_FAIL)
small_b = miss_rates(TRIALS_SMALL, 19, n=N_UNITS, r=N_FAIL)
se_side = np.sqrt(TAIL * (1 - TAIL) / TRIALS)
se_small = np.sqrt(2 * TAIL * (1 - 2 * TAIL) / TRIALS_SMALL)
assert np.all(np.abs(count_stop[:2] - TAIL) < 4 * se_side)
assert abs(small_b[:2].sum() - 2 * TAIL) < 4 * se_small
assert small_b[4:].sum() > 2 * TAIL + 4 * se_small
for seen, p in zip(count_stop[2:4], predicted):   # 0.01 allows for finite B
    assert abs(seen - p) < 4 * np.sqrt(p * (1 - p) / TRIALS) + 0.01

time_stop = {}
for fraction in (0.5, 0.2):
    log_stop = MU + SIGMA * np.log(-np.log1p(-fraction))
    time_stop[fraction] = miss_rates(TRIALS, 199, n=N_UNITS, log_stop=log_stop)
half = time_stop[0.5]
assert abs(half[:2].sum() - 2 * TAIL) < abs(half[2:4].sum() - 2 * TAIL)

# Conditional confidence must be uniform at the true percentile
y = draw(np.full(2000, MU), np.full(2000, SIGMA), N_UNITS)
y_cut = np.partition(y, N_FAIL - 1, axis=0)[N_FAIL - 1]
uniform = conditional_confidence(y, y_cut, N_FAIL, TRUE_LOG)
ks_conditional = stats.kstest(uniform, "uniform")
assert ks_conditional.pvalue > 1e-4

# Intervals for the sample
B_MAIN = 9999
limits = bootstrap(mu_hat, sigma_hat, B_MAIN, n=N_UNITS, r=N_FAIL)[:, 0]
repeat = bootstrap(mu_hat, sigma_hat, B_MAIN, n=N_UNITS, r=N_FAIL)[:, 0]
point = (mu_hat + W * sigma_hat)[0]
conditional = [optimize.brentq(
    lambda v: conditional_confidence(sample, cut, N_FAIL, v)[0] - level,
    point - 40, point + 15) for level in (1 - TAIL, TAIL)]
log_width = limits[1] - limits[0]
assert np.all(np.abs(limits[:2] - conditional) < 0.2 * log_width)

# Neglected effects
log_accel = EXPONENT * np.log(V_STRESS / V_USE)
k_ev = constants.k / constants.e
D_EXPONENT, D_VOLT, D_TEMP, SPREAD_VOLT = 2.0, 0.005, 1.0, 0.020
shift_exponent = D_EXPONENT * np.log(V_STRESS / V_USE)
shift_volt = EXPONENT * D_VOLT / V_STRESS
shift_temp = E_ACT * D_TEMP / (k_ev * TEMPERATURE**2)
spread = EXPONENT * SPREAD_VOLT / V_STRESS
nodes, weights = np.polynomial.hermite_e.hermegauss(50)
weights = weights / weights.sum()


def chip_failure(v):
    hazard = AREA_CHIP / AREA_TEST * np.exp(BETA * (v - MU - spread * nodes))
    return weights @ -np.expm1(-hazard)


mixed_log = optimize.brentq(lambda v: np.log(chip_failure(v) / P_CHIP),
                            TRUE_LOG - 5, TRUE_LOG + 5, xtol=1e-12)
tail_shift = -BETA * spread**2 / 2
assert abs(mixed_log - TRUE_LOG - tail_shift) < 1e-3
y = draw(np.full(20000, MU), np.full(20000, SIGMA), N_UNITS)
y += spread * rng.standard_normal(y.shape)
m, s = fit(y, np.partition(y, N_FAIL - 1, axis=0)[N_FAIL - 1])
mixed_pivot = (m + W * s - mixed_log) / s
mixed_miss = np.mean(mixed_pivot > pivot_limits[1]), np.mean(mixed_pivot < pivot_limits[0])
defect_density = -np.log1p(-P_CHIP) / AREA_CHIP
defect_seen = -np.expm1(-N_UNITS * AREA_TEST * defect_density)


def years(v):
    return np.exp(v + log_accel) / constants.year


print(f"Model: eta {ETA:.0f} s, beta {BETA}, units {N_UNITS}, failures {N_FAIL}")
print(f"Areas: test {AREA_TEST:.0e} cm2, chip {AREA_CHIP} cm2; chip target {P_CHIP*1e6:.0f} ppm")
print(f"Oxide {THICKNESS_NM} nm; V/thickness at stress {10*V_STRESS/THICKNESS_NM:.1f} MV/cm,"
      f" at use {10*V_USE/THICKNESS_NM:.1f} MV/cm")
print(f"Stress {V_STRESS} V, use {V_USE} V, exponent {EXPONENT:.0f}, temperature {TEMPERATURE:.0f} K")
print(f"Standard log quantile W: {W:.4f}")
print("Failure times (s):", " ".join(f"{t:.1f}" for t in times))
print(f"Mean log distance to stop m: {m_sample:.4f}; root b = beta*m: {b_sample:.4f}")
print(f"Fit: eta {np.exp(mu_hat[0]):.1f} s, beta {1/sigma_hat[0]:.4f}, sigma {sigma_hat[0]:.4f}")
print(f"Percentile at stress: true {1e3*np.exp(TRUE_LOG):.3f} ms, fitted {1e3*np.exp(point):.4g} ms")
print(f"Voltage acceleration factor: {np.exp(log_accel):.3e}")
print(f"Percentile at use: true {years(TRUE_LOG):.4g} years, fitted {years(point):.4g} years")
for name, pair in (("studentised bootstrap", limits[:2]), ("percentile bootstrap", limits[2:4]),
                   ("conditional exact", conditional)):
    print(f"90% {name}: {1e3*np.exp(pair[0]):.3g} to {1e3*np.exp(pair[1]):.3g} ms at stress;"
          f" {years(pair[0]):.3g} to {years(pair[1]):.3g} years at use")
print(f"Resamples B: {B_MAIN}; lower log limit, two runs: {limits[0]:.3f}, {repeat[0]:.3f}")
print(f"Studentised interval width: {log_width:.3f} in ln t, {log_width/np.log(10):.2f} decades")
print(f"Pivot quantiles 5%, 95%: {pivot_limits[0]:.3f}, {pivot_limits[1]:.3f}; median V {median_v:.4f}")
print(f"KS distance, two parameter sets: pivot {ks_pivot.statistic:.4f}, plain error {ks_error.statistic:.4f}")
print(f"KS distance of conditional confidence from uniform: {ks_conditional.statistic:.4f}")
print("Percentile interval by size (misses in %, studentised width in decades):")
for n, r, low, high, width in table:
    print(f"  n {n}, r {r}: optimistic {100*low:.1f}, pessimistic {100*high:.1f}, width {width:.2f}")
print(f"Nested trials {TRIALS}, B 199; standard error of a 5% rate {100*se_side:.2f} %")
for name, rate in (("stop at failure 10", count_stop), ("stop at F = 0.5", time_stop[0.5]),
                   ("stop at F = 0.2", time_stop[0.2])):
    print(f"  {name}, studentised: optimistic {100*rate[0]:.1f} %, pessimistic {100*rate[1]:.1f} %,"
          f" coverage {100*(1-rate[:2].sum()):.1f} %")
    print(f"  {name}, percentile: optimistic {100*rate[2]:.1f} %, pessimistic {100*rate[3]:.1f} %,"
          f" coverage {100*(1-rate[2:4].sum()):.1f} %")
print(f"B 19, {TRIALS_SMALL} trials: rank coverage {100*(1-small_b[:2].sum()):.1f} %,"
      f" interpolated {100*(1-small_b[4:].sum()):.1f} %, standard error {100*se_small:.2f} %")
print(f"Exponent error {D_EXPONENT:.0f}: shift {shift_exponent:.3f} in ln t at use")
print(f"Stress voltage error {1e3*D_VOLT:.0f} mV: shift {shift_volt:.3f} in ln t")
print(f"Temperature error {D_TEMP:.0f} K at {E_ACT} eV: shift {shift_temp:.3f} in ln t")
print(f"Die spread {1e3*SPREAD_VOLT:.0f} mV: s {spread:.4f}, tail shift {tail_shift:.4f} in ln t,"
      f" quadrature {mixed_log-TRUE_LOG:.4f}")
print(f"With die spread: optimistic misses {100*mixed_miss[0]:.1f} %, pessimistic {100*mixed_miss[1]:.1f} %,"
      f" coverage {100*(1-sum(mixed_miss)):.1f} %")
print(f"Defect density using the whole budget: {defect_density:.3e} per cm2")
print(f"Chance that the sample contains such a defect: {defect_seen:.2e}")
print("tests ok")
```

Running it gives:

```
Model: eta 2000 s, beta 1.3, units 20, failures 10
Areas: test 1e-04 cm2, chip 0.1 cm2; chip target 100 ppm
Oxide 2.5 nm; V/thickness at stress 13.2 MV/cm, at use 7.2 MV/cm
Stress 3.3 V, use 1.8 V, exponent 44, temperature 398 K
Standard log quantile W: -16.1180
Failure times (s): 146.0 208.6 355.0 724.8 728.9 852.1 889.7 974.7 1140.1 1424.7
Mean log distance to stop m: 0.8522; root b = beta*m: 1.1781
Fit: eta 1853.6 s, beta 1.3824, sigma 0.7234
Percentile at stress: true 8.250 ms, fitted 16 ms
Voltage acceleration factor: 3.825e+11
Percentile at use: true 100.1 years, fitted 194.1 years
90% studentised bootstrap: 0.000183 to 450 ms at stress; 0.00222 to 5.46e+03 years at use
90% percentile bootstrap: 0.139 to 4.65e+03 ms at stress; 1.69 to 5.64e+04 years at use
90% conditional exact: 0.000216 to 452 ms at stress; 0.00262 to 5.48e+03 years at use
Resamples B: 9999; lower log limit, two runs: -15.512, -15.318
Studentised interval width: 14.714 in ln t, 6.39 decades
Pivot quantiles 5%, 95%: -4.552, 15.761; median V 0.8839
KS distance, two parameter sets: pivot 0.0119, plain error 0.2291
KS distance of conditional confidence from uniform: 0.0168
Percentile interval by size (misses in %, studentised width in decades):
  n 10, r 5: optimistic 36.6, pessimistic 0.0, width 10.30
  n 20, r 10: optimistic 24.7, pessimistic 0.1, width 6.00
  n 50, r 25: optimistic 15.9, pessimistic 0.7, width 3.41
  n 100, r 50: optimistic 11.4, pessimistic 1.7, width 2.31
Nested trials 1500, B 199; standard error of a 5% rate 0.56 %
  stop at failure 10, studentised: optimistic 4.6 %, pessimistic 5.4 %, coverage 90.0 %
  stop at failure 10, percentile: optimistic 24.0 %, pessimistic 0.2 %, coverage 75.8 %
  stop at F = 0.5, studentised: optimistic 4.7 %, pessimistic 5.1 %, coverage 90.2 %
  stop at F = 0.5, percentile: optimistic 10.3 %, pessimistic 1.4 %, coverage 88.3 %
  stop at F = 0.2, studentised: optimistic 5.2 %, pessimistic 4.7 %, coverage 90.1 %
  stop at F = 0.2, percentile: optimistic 14.8 %, pessimistic 0.4 %, coverage 84.8 %
B 19, 8000 trials: rank coverage 89.7 %, interpolated 81.1 %, standard error 0.34 %
Exponent error 2: shift 1.212 in ln t at use
Stress voltage error 5 mV: shift 0.067 in ln t
Temperature error 1 K at 0.6 eV: shift 0.044 in ln t
Die spread 20 mV: s 0.2667, tail shift -0.0462 in ln t, quadrature -0.0462
With die spread: optimistic misses 4.3 %, pessimistic 5.7 %, coverage 90.0 %
Defect density using the whole budget: 1.000e-03 per cm2
Chance that the sample contains such a defect: 2.00e-06
tests ok
```
